# How Imprint Lengthens Same-State Retention and Shortens the Reversed State's Lifetime, part 1

(Sections cited here and not found follow in the second part.)

## 1. From shifted barriers to a retention time

Q: I am told that imprint damages a ferroelectric memory capacitor, and also that an imprinted capacitor holds its data better. Both cannot be true.

A: They can, because they concern different data. Suppose a capacitor has been stored for a long time with its polarization up, and this has left an internal field favouring up. Reading that same state after further storage tests same-state retention. Writing down, storing, and then reading tests the reversed, or opposite, state. Call up the state $+$ and down the state $-$, and let the internal bias field $E_b$ be positive when it favours $+$.

This convention fixes the direction of the loop shift. If the film switches when the total field reaches $\pm E_c$, the applied field at switching is $\pm E_c-E_b$. A positive $E_b$ therefore moves the loop towards negative applied field.

Q: Where does such a field come from, and why does it not reverse when the polarization does?

A: I take it as given, but one possible origin shows why it can persist. If charge trapped near the electrodes partly screens the $+$ polarization, its own field in the film points along $+$. When the polarization is reversed quickly, charge that stays trapped leaves this field unchanged. For now I assume that $E_b$ is constant during storage, and that the reversed state was fully written.

Q: Then show me the barriers. I do not want to accept a linear shift merely because it is convenient.

A: Consider one small region of volume $V$ that switches as a unit. Its polarization is $P_s q$, with $q=\pm1$ in the two unbiased states. I use atomic units in the algebra, keeping $k_B$ so that temperature remains visible. A dipole $P_sVq$ in a field $E_b$ has energy $-P_sVE_bq$. With $p=P_sV$, the simplest symmetric double well plus this term is

$$U(q)=U_0(q^4-2q^2)-pE_bq .$$

At $E_b=0$ the wells lie at $q=\pm1$ with energy $-U_0$, and the saddle lies at $q=0$ with energy zero. Thus $U_0$ is the unbiased barrier.

Let $q_+$, $q_-$ and $q_s$ be the positions of the wells and saddle when the bias is present. The barrier for leaving $+$ is $U_+=U(q_s)-U(q_+)$. Differentiating with respect to $E_b$ gives an explicit part and a part from the motion of the stationary points:

$$\frac{dU_+}{dE_b}=-pq_s+pq_++U'(q_s)\frac{dq_s}{dE_b}-U'(q_+)\frac{dq_+}{dE_b}.$$

The last two terms vanish because $U'=0$ at a stationary point. The same calculation for $U_-=U(q_s)-U(q_-)$ leaves

$$\frac{dU_+}{dE_b}=p(q_+-q_s)>0,\qquad \frac{dU_-}{dE_b}=-p(q_s-q_-)<0 .$$

The signs follow from the order $q_-<q_s<q_+$. One barrier rises and the other falls for as long as both wells exist.

Q: That gives a sign, but not a straight line.

A: The line is the first order of an expansion. Put $u=pE_b/U_0$. The condition $U'=0$ becomes

$$4q^3-4q=u .$$

Near the upper well write $q_+=1+\epsilon$. Then $4(1+\epsilon)^3-4(1+\epsilon)=8\epsilon+12\epsilon^2+4\epsilon^3=u$, so $\epsilon=u/8$ to first order. Near the saddle the cubic term is negligible at this order, and $q_s=-u/4$. Hence

$$\frac{dU_+}{dE_b}=p\left(1+\frac u8+\frac u4+\dots\right)=p+\frac{3p^2E_b}{8U_0}+\dots$$

Integration from zero bias gives $U_+$. Reflection of $q$ together with $E_b$ gives $U_-$ by replacing $E_b$ with $-E_b$:

$$U_\pm=U_0\pm pE_b+\frac{3(pE_b)^2}{16U_0}+\dots$$

The opposite linear shifts are the leading asymmetry. The quadratic term raises both barriers. It comes from the displacement of the wells and saddle, which the linear law ignores.

Q: When does the expansion stop making sense?

A: At the latest when the unfavoured well disappears. There the slope and curvature vanish together. The curvature condition is $12q^2-4=0$, so for the lower well $q=-1/\sqrt3$. Inserting this in the slope condition gives

$$pE_b=4U_0\left(\frac1{\sqrt3}-\frac1{3\sqrt3}\right)=\frac{8U_0}{3\sqrt3}.$$

This defines the intrinsic coercive field of the model. The linear law needs $E_b$ well below it.

Q: Real switching may begin at a wall or an electrode. Why should its saddle be halfway between the states?

A: It need not be. If the saddle is off centre, the two slopes have different sizes, but the derivative argument still gives them opposite signs provided the saddle's dipole lies between those of the wells. Equal and opposite shifts are an added symmetry assumption. I keep it because it isolates the effect of the bias.

Q: A barrier is still not a lifetime.

A: Assume barriers of many $k_BT$, so that a region equilibrates within a well long before it escapes. Take the escape rate as an attempt rate $\nu$ times a Boltzmann factor, with the same $\nu$ for both directions. Define

$$x=\frac{pE_b}{k_BT},\qquad k_0=\nu e^{-U_0/k_BT}.$$

To linear order in the barriers, the rates for leaving $+$ and $-$ are

$$k_+=k_0e^{-x},\qquad k_-=k_0e^{x}.$$

A constant escape rate gives an exponential distribution of waiting times, whose mean is the inverse rate. The two lifetimes are therefore

$$\tau_+=\tau_0e^x,\qquad \tau_-=\tau_0e^{-x},\qquad \tau_0=1/k_0 .$$

Their product is $\tau_0^2$. At this order, imprint multiplies one lifetime by the factor by which it divides the other.

Q: You assumed equal attempt rates even though the bias changes the shape of the wells.

A: That change is small beside the exponential. For strongly damped motion, the prefactor is proportional to the square root of the well curvature times the magnitude of the saddle curvature. Here $U''=U_0(12q^2-4)$. At $q_\pm=\pm1+u/8$, to first order, $q_\pm^2=1\pm u/4$, so the curvature is $8U_0(1\pm3u/8)$. The saddle curvature changes only at second order. The square root therefore changes the two prefactors by $\pm3u/16$. For $u=0.125$ that is about 2%.

The equal-prefactor rates also respect equilibrium. At linear order the $+$ well is lower than the $-$ well by $2pE_b$. If the small change in the widths of the wells is neglected as well, the equilibrium population ratio must be $e^{2x}$. Balancing the two flows gives $N_+/N_-=k_-/k_+=e^{2x}$, as required.

Q: A capacitor contains many regions, and one that leaves $+$ may come back. Which lifetime does a retention test see?

A: Neither lifetime alone. Let $N_+$ and $N_-=1-N_+$ be the fractions of identical, independent regions in the two states, and let $m=N_+-N_-$ be the normalized polarization. Then $N_\pm=(1\pm m)/2$. Gains minus losses give

$$\frac{dN_+}{dt}=k_-N_--k_+N_+ .$$

Since $m=2N_+-1$, multiplication by two yields

$$\frac{dm}{dt}=k_-(1-m)-k_+(1+m).$$

Collect the terms with and without $m$. The definitions of the hyperbolic functions give $k_--k_+=2k_0\sinh x$ and $k_-+k_+=2k_0\cosh x$. Therefore

$$\frac{dm}{dt}=-2k_0\cosh x\,(m-\tanh x).$$

The difference $m-\tanh x$ decays exponentially. Starting from a fully written $+$ state, $m(0)=1$, we obtain

$$m(t)=\tanh x+(1-\tanh x)e^{-2k_0t\cosh x}.$$

Q: I object to that exponent. Since $\cosh x$ grows with bias, relaxation becomes faster in the very state you say is protected.

A: The approach to equilibrium does become faster. What matters for the data is also where equilibrium lies. The initial slope contains both effects:

$$\left.\frac{dm}{dt}\right|_0=-2k_0(\cosh x-\sinh x)=-2k_0e^{-x}=-2k_+ .$$

The favoured state starts to lose polarization more slowly, although its smaller total loss is completed sooner. Imprint does not slow every process in the capacitor.

Q: Then define retention so that this distinction cannot be hidden.

A: Let a state be retained until its polarization, measured along the written direction, has fallen from 1 to a chosen threshold $m_c$, with $0<m_c<1$. For the $+$ state, set $m(t)=m_c$ and isolate the exponential:

$$e^{-2k_0t\cosh x}=\frac{m_c-\tanh x}{1-\tanh x}.$$

If $\tanh x<m_c$, the right side is positive and less than one. Taking the logarithm gives

$$T(x)=\frac{1}{2k_0\cosh x}\ln\frac{1-\tanh x}{m_c-\tanh x}.$$

If $\tanh x\ge m_c$, the polarization never crosses below the threshold, and I write $T=\infty$. This means unlimited retention in this model at constant bias. It does not mean that individual regions never switch.

For the reversed state let $m'=-m$. Its equation is

$$\frac{dm'}{dt}=-2k_0\cosh x\,(m'+\tanh x),$$

which is the earlier equation with $x$ replaced by $-x$. Thus $T_{\rm same}=T(x)$ and $T_{\rm opp}=T(-x)$.

Q: In $T(x)$ the denominator grows with $x$, while the logarithm also grows. How do I know which wins at every bias?

A: Compare trajectories instead of the two factors. Call the right side of the rate equation $f(m,x)$. At fixed $m$, $dk_-/dx=k_-$ and $dk_+/dx=-k_+$, so

$$\frac{\partial f}{\partial x}=k_-(1-m)+k_+(1+m)>0,\qquad -1\le m\le1 .$$

The two terms cannot vanish together. Now start two capacitors at $m=1$ with biases $x_2>x_1$. Initially $dm/dt=-2k_0e^{-x}$, so the second curve falls more slowly and lies above the first. Suppose they later meet for the first time. Just before meeting, $m_2-m_1$ was positive, so its derivative at the meeting cannot be positive. But there the two values of $m$ are equal, and the derivative is $f(m,x_2)-f(m,x_1)>0$. This is a contradiction, so the curves do not meet after the start.

When the first curve reaches $m_c$, the second is still above it. Hence $T$ rises strictly with $x$ wherever it is finite. Since $T_{\rm opp}=T(-x)$, the reversed state's retention falls strictly as the bias grows. Both halves of the claim follow from the same ordering.

Q: Your proof compares solutions of a two-state equation. Perhaps the continuous double well behaves differently.

A: That was tested without assuming two states. Diffusion in the tilted double well was solved on a grid for $U_0/k_BT=14$, starting from thermal equilibrium restricted to the $+$ side, and taking $m$ as the probability at $q>0$ minus that at $q<0$. With $m_c=0.5$, the threshold times relative to zero bias were

- 0.321 at $x=-1$;
- 0.680 at $x=-0.3$;
- 1.673 at $x=0.3$.

The formula gives 0.312, 0.676 and 1.687. The largest difference is about 3% of the formula's value. Corrections of relative order $k_BT/U_0=1/14$ were neglected, so a difference of this size is reasonable. The calculation supports both the direction of the effect and its size for these moderate biases.

## 2. How large the asymmetry is, and what changes it

Q: Before we put in numbers, restate what you are carrying over.

A: The bias $E_b>0$ favours the imprinted state $+$. A region has dipole $p=P_sV$ and unbiased barrier $U_0$. With $x=pE_b/k_BT$, its escape rates are $k_\pm=k_0e^{\mp x}$, where $k_0=\nu e^{-U_0/k_BT}$, and its lifetimes are $\tau_\pm=\tau_0e^{\pm x}$, where $\tau_0=1/k_0$. The normalized polarization $m$ obeys

$$\frac{dm}{dt}=k_-(1-m)-k_+(1+m).$$

The time to fall from 1 to $m_c$ along the written direction is

$$T(x)=\frac{1}{2k_0\cosh x}\ln\frac{1-\tanh x}{m_c-\tanh x},$$

or infinity when $\tanh x\ge m_c$. The same state has $T(x)$ and the reversed state $T(-x)$.

Q: What does a very small bias do?

A: Differentiate $\ln T$ at $x=0$. The derivative of $\cosh x$ vanishes there and that of $\tanh x$ is one. The logarithm in $T$ has derivative $1/m_c-1$ and value $\ln(1/m_c)$, so

$$\left.\frac{d\ln T}{dx}\right|_0=\frac{1/m_c-1}{\ln(1/m_c)} .$$

For $m_c=0.5$ this is 1.44. The retention time is therefore more sensitive to a small bias than the single-region lifetime, for which the slope is one. As $m_c$ approaches one, the two slopes agree, because a test of very small loss sees few return jumps.

Q: And when the bias is strong?

A: For the reversed state, $\tanh x\to1$ and $2\cosh x\to e^x$. Then

$$T_{\rm opp}\simeq\tau_-\ln\frac{2}{1+m_c}=\frac1\nu\ln\frac{2}{1+m_c}\;e^{(U_0-pE_b)/k_BT}.$$

Its activation energy is $U_0-pE_b$ if the bias, threshold and attempt rate are held fixed as temperature changes. The same state has meanwhile passed the point $\tanh x=m_c$ and no longer reaches the threshold.

Q: Put this into a capacitor I might recognize.

A: Take a 10 nm ferroelectric hafnium zirconium oxide film with rough values: remanent polarization 20 uC/cm2, switching volume 8 nm³, barrier 1.6 eV, attempt rate $10^{13}$ s⁻¹ and imprint field 0.2 MV/cm. Store it at 358 K, where $k_BT=0.03086$ eV, and choose $m_c=0.5$.

In SI units the polarization is 0.20 C/m² and the volume is $8\times10^{-27}$ m³. A field of 1 MV/cm is $10^8$ V/m, so the coupling energy per MV/cm is

$$0.20\times8\times10^{-27}\times10^8\ {\rm J}=0.9986\ {\rm eV}.$$

At 0.2 MV/cm the shift is 0.1997 eV. The barriers are 1.80 eV for the same state and 1.40 eV for the reversed one, and

$$x=\frac{0.1997}{0.03086}=6.47,\qquad e^x\simeq646 .$$

The unbiased lifetime is $3.79\times10^4$ days. Dividing by 646 gives $\tau_-=58.6$ days, and

$$T_{\rm opp}=58.6\ln(2/1.5)\ {\rm days}=16.9\ {\rm days},$$

or $1.46\times10^6$ s. Without bias the retention time is $\tau_0\ln2/2$, about 36 years.

For identical, independent regions at constant bias, imprint lengthens same-state retention and shortens that of the reversed state, which in the example lasts 16.9 days against about 36 years without bias. It remains to see how early this asymmetry begins, and how it changes with varied grains, depolarization, a changing bias and incomplete writing.
